# Logarithmic divergence of void-nucleation time near the critical stress

Suppose that void-nucleation times in a confined interconnect have been fitted by a power of the current density and that the fit is carried to lower current. In the example worked out below, a line at 0.824 MA/cm² nucleates a void after 50.7 h, and the local slope there corresponds to $t\propto j^{-4.57}$. Extrapolated to 0.7512 MA/cm², this power law gives 77 h; the model from which the slope was taken gives 130 h. Below 0.749 MA/cm² the power law still promises a finite time, although the model never produces a void. What the power law misses is that the tension at the cathode saturates. When its final value lies barely above the critical stress, the line spends most of its life closing a small remaining gap, and the time needed grows as the logarithm of the inverse margin.

Take a straight, uniform line occupying $0\le x\le L$, with the cathode at $x=0$ and $x$ increasing along the electron flow. Let $\sigma$ be the hydrostatic stress, positive in tension, and let $j>0$ be the magnitude of the current density. An atom in a region under tension has its chemical potential lowered by $\Omega\sigma$, where $\Omega$ is the atomic volume, so a stress gradient pushes atoms towards higher tension with force $\Omega\,\partial\sigma/\partial x$. The electron wind pushes them towards the anode with force $Z^*e\rho j$, where $Z^*>0$ is the magnitude of the effective charge number and $\rho$ the resistivity. With atomic concentration $C=1/\Omega$ and mobility $D/kT$, the atom flux is

$$
J=\frac{DC}{kT}\left(\Omega\frac{\partial\sigma}{\partial x}+Z^*e\rho j\right)
=\frac{D}{kT}\left(\frac{\partial\sigma}{\partial x}+G\right),
\qquad G=\frac{Z^*e\rho j}{\Omega}.
$$

The surroundings hold the volume of the line nearly fixed, so a loss of atoms creates tension. For small changes this is expressed by an effective modulus $B$ through $dC/C=-d\sigma/B$. Combining it with atom conservation, $\partial C/\partial t=-\partial J/\partial x$, gives

$$
\frac{\partial\sigma}{\partial t}=-\frac{B}{C}\frac{\partial C}{\partial t}
=B\Omega\frac{\partial J}{\partial x}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],
\qquad \kappa=\frac{DB\Omega}{kT}.
$$

For now $\kappa$ and $G$ are constants, and the stress is initially uniform, $\sigma(x,0)=\sigma_0$. Blocked ends mean $J=0$ at $x=0$ and $x=L$, that is, $\partial\sigma/\partial x=-G$ at both. A void is taken to nucleate when the stress somewhere first reaches a sharp critical value $\sigma_c>\sigma_0$.

Integrating the evolution equation over the line leaves only the end fluxes, which vanish, so the mean stress stays at $\sigma_0$. In the steady state the flux is uniform and, being zero at the ends, is zero everywhere. The profile is then linear with slope $-G$, and the conserved mean fixes its height:

$$
\sigma_{\rm s}(x)=\sigma_0+G\left(\frac L2-x\right),\qquad
\sigma_{\rm ss}\equiv\sigma_{\rm s}(0)=\sigma_0+\frac{GL}{2}.
$$

The void criterion has to be applied where the tension is greatest. To find that place, let $v=\partial\sigma/\partial x+G$. Differentiating the evolution equation gives $\partial v/\partial t=\kappa\,\partial^2v/\partial x^2$, with $v=G$ initially and $v=0$ at the ends afterwards. A solution of the diffusion equation cannot leave the range set by its initial and boundary values, so $0\le v\le G$. Hence $\partial\sigma/\partial x=v-G\le0$ at all times: the stress never increases away from the cathode, and $\sigma(0,t)$ is the quantity to follow.

The departure from the steady profile, $u=\sigma-\sigma_{\rm s}$, obeys $\partial u/\partial t=\kappa\,\partial^2u/\partial x^2$ with $\partial u/\partial x=0$ at both ends. Its initial value is

$$
u(x,0)=\sigma_0-\sigma_{\rm s}(x)=G\left(x-\frac L2\right).
$$

The functions with zero slope at both ends are $\cos(n\pi x/L)$, and each decays at the rate $\kappa n^2\pi^2/L^2=n^2/\tau_1$, where

$$
\tau_1=\frac{L^2}{\pi^2\kappa}.
$$

The $n=0$ coefficient vanishes because $u$ has zero mean. For $n\ge1$, integration by parts gives

$$
\begin{aligned}
a_n&=\frac{2G}{L}\int_0^L\left(x-\frac L2\right)\cos\frac{n\pi x}{L}\,dx\\
&=\frac{2G}{L}\left\{\left[\left(x-\frac L2\right)\frac{L}{n\pi}\sin\frac{n\pi x}{L}\right]_0^L-\frac{L}{n\pi}\int_0^L\sin\frac{n\pi x}{L}\,dx\right\}\\
&=-\frac{2GL}{n^2\pi^2}\left[1-(-1)^n\right].
\end{aligned}
$$

The bracketed boundary term is zero because the sine vanishes at both ends. Even coefficients are zero, and odd ones equal $-4GL/(n^2\pi^2)$. At the cathode every cosine equals one, so

$$
\sigma(0,t)=\sigma_{\rm ss}-\frac{4GL}{\pi^2}\sum_{n\ \rm odd}\frac{e^{-n^2t/\tau_1}}{n^2}.
$$

At $t=0$ the left side is $\sigma_0=\sigma_{\rm ss}-GL/2$, which requires $\sum_{n\ \rm odd}n^{-2}=\pi^2/8$; this value is needed below. Each term of the sum is positive and decreases with time. The cathode tension therefore rises steadily towards $\sigma_{\rm ss}$ and stays below it at every finite time.

Define the margin and its dimensionless form,

$$
\Delta=\sigma_{\rm ss}-\sigma_c,\qquad \delta=\frac{\Delta}{GL/2}.
$$

If $\Delta\le0$, the critical stress is never reached. If $\Delta>0$, then $0<\delta<1$, because $\sigma_c>\sigma_0$. Setting $\sigma(0,t_n)=\sigma_c$ and writing $y=t_n/\tau_1$ turns the criterion into

$$
q\equiv\frac{\pi^2\delta}{8}=\sum_{n\ \rm odd}\frac{e^{-n^2y}}{n^2}.
$$

The right side falls continuously from $\pi^2/8$ to zero as $y$ runs from zero to infinity, so there is one solution for each $\delta$ between 0 and 1.

Keeping the first term alone gives $q\simeq e^{-y}$, or $y\simeq-\ln q$. The error of this step can be bounded. Since the omitted terms are positive, $e^{-y}<q$, and hence $y>-\ln q$. In the omitted terms $n^2\ge9$, so each exponential is at most $e^{-9y}$, while their weights add up to $c=\pi^2/8-1\simeq0.234$. Therefore

$$
q\le e^{-y}\left(1+c\,e^{-8y}\right).
$$

Taking logarithms, and using first $\ln(1+z)<z$ for $z>0$ and then $e^{-y}<q$,

$$
y\le-\ln q+\ln\left(1+c\,e^{-8y}\right)<-\ln q+c\,e^{-8y}<-\ln q+c\,q^8 .
$$

The nucleation time is thus

$$
\boxed{\,t_n=\tau_1\left[\ln\frac{8}{\pi^2\delta}+R\right],\qquad
0<R<\left(\frac{\pi^2}{8}-1\right)\left(\frac{\pi^2\delta}{8}\right)^8\,}
$$

For small $\delta$ the largest omitted term is $e^{-9y}/9$, so $R\simeq q^8/9$. High-precision solution of the criterion gives $R/q^8=0.1090$, 0.1111 and 0.1111 at $\delta=0.5$, 0.3 and 0.1, in agreement with $1/9$.

To display the divergence in terms of stress, let $s=\sigma_c-\sigma_0$ be the rise needed for nucleation. Then $GL/2=s+\Delta$, and

$$
t_n=\tau_1\left[\ln\frac{s}{\Delta}+\ln\frac{8}{\pi^2}+\ln\left(1+\frac{\Delta}{s}\right)+R\right].
$$

As $\Delta\to0^+$ with $s$, $L$ and $\kappa$ fixed, the first term grows without limit, the second is constant, and the last two vanish. This is the logarithmic divergence. Its origin is the exponential approach to the steady state: the remaining gap shrinks by a factor $e$ in each interval $\tau_1$, and nucleation waits until the gap has shrunk to $\Delta$.

The coefficient $\tau_1$ does not depend on the initial stress being uniform, but the constant beside the logarithm does. With another initial profile of the same mean, the late cathode stress is $\sigma_{\rm ss}+a_1e^{-t/\tau_1}$ with a different $a_1$. Provided that $a_1<0$ and that the critical stress has not been reached earlier, $t_n\simeq\tau_1\ln(|a_1|/\Delta)$.

The margin can also be reduced through the length, at fixed current density. The critical length is $L_c=2s/G$, and $\delta=1-L_c/L$, so that

$$
t_n\simeq\frac{L^2}{\pi^2\kappa}\ln\frac{8L}{\pi^2(L-L_c)} .
$$

The prefactor now varies too, but it tends to the finite value $L_c^2/(\pi^2\kappa)$, and the logarithm still controls the limit.

Far above threshold the behaviour is different, because nucleation then occurs before the far end matters. Differentiating the cathode series gives

$$
\frac{d\sigma(0,t)}{dt}=\frac{4GL}{\pi^2\tau_1}\sum_{n\ \rm odd}e^{-n^2t/\tau_1}.
$$

For $t\ll\tau_1$ many terms contribute. Odd integers are spaced by two, so the sum is approximately half the integral over $n$:

$$
\sum_{n\ \rm odd}e^{-n^2t/\tau_1}\simeq\frac12\int_0^\infty e^{-n^2t/\tau_1}dn=\frac14\sqrt{\frac{\pi\tau_1}{t}} .
$$

Substituting this, integrating from zero to $t$ and inserting $\tau_1$,

$$
\sigma(0,t)-\sigma_0\simeq\frac{2GL}{\pi^2}\sqrt{\frac{\pi t}{\tau_1}}
=2G\sqrt{\frac{\kappa t}{\pi}},
\qquad t_n\simeq\frac{\pi s^2}{4\kappa G^2}.
$$

Since $G\propto j$, this is an inverse-square law in current, independent of $L$. It replaces the logarithm as $\delta\to1$; indeed the logarithm alone becomes negative for $\delta>8/\pi^2\simeq0.81$.

The passage from one regime to the other appears in the apparent current exponent $N=-d\ln t_n/d\ln j$. Hold $L$, temperature, $\sigma_0$ and $\sigma_c$ fixed. The critical current density satisfies $GL/2=s$, which gives

$$
j_cL=\frac{2\Omega s}{Z^*e\rho},\qquad \delta=1-\frac{j_c}{j},\qquad
\frac{d\delta}{d\ln j}=\frac{j_c}{j}=1-\delta .
$$

With $R$ neglected, $dt_n/d\delta=-\tau_1/\delta$, and the chain rule yields

$$
N\simeq\frac{1-\delta}{\delta\,\ln[8/(\pi^2\delta)]}.
$$

This grows without bound as $\delta\to0$. A weak divergence of the time in $\Delta$ is therefore a steep dependence on current, because near threshold a small fractional change in $j$ is a large fractional change in $\Delta$.

For a numerical case, take a 50 µm line at 573 K with $\Omega=0.012$ nm³, $B=20$ GPa, $D=10^{-12}$ cm²/s, $Z^*=1$ and $\rho=4$ µΩ cm. The initial and critical stresses are 20 and 120 MPa, so $s=100$ MPa. The stress diffusivity is

$$
\kappa=\frac{(10^{-16})(2\times10^{10})(1.2\times10^{-29})}{(1.381\times10^{-23})(573)}\ \frac{\rm m^2}{\rm s}=10.92\ \frac{\mu\rm m^2}{\rm h},
$$

and therefore

$$
\tau_1=\frac{50^2}{\pi^2(10.92)}\ {\rm h}=23.2\ {\rm h}.
$$

At 1 MA/cm² the driving gradient is 5.341 MPa/µm, so $j_c=2(100)/(5.341\times50)=0.749$ MA/cm² and $j_cL=3745$ A/cm.

For a margin of 10 MPa, $GL/2=110$ MPa and $\delta=10/110=0.0909$. The logarithmic law gives $23.19\ln(8.916)=50.7$ h. The table lowers the current at fixed length and temperature. The times belong to the listed margins, and the currents are rounded. Near threshold the rounding matters: the last row has $j=0.75123$ MA/cm², while exactly 0.751 MA/cm² would give 132 h. Its direct times come from integrating the diffusion equation on a spatial grid, without the Fourier series.

| $\Delta$ (MPa) | $j$ (MA/cm²) | direct $t_n$ (h) | log law (h) |
|---:|---:|---:|---:|
| 100 | 1.498 | 11.26 | 11.21 |
| 30 | 0.974 | 29.14 | 29.14 |
| 10 | 0.824 | 50.75 | 50.74 |
| 3 | 0.771 | 77.15 | 77.14 |
| 1 | 0.756 | 102.17 | 102.17 |
| 0.3 | 0.751 | 129.94 | 129.93 |

At the largest margin the difference, 0.5% of the direct time, is the remainder: $\tau_1R\simeq0.05$ h. In the last four rows $R$ is far too small to be seen, so the differences of a few thousandths of an hour in the numerical output are errors of the integration. The inverse-square law also does well in the first row. There $G=8.00$ MPa/µm, and $\pi(100)^2/[4(10.92)(8.00)^2]=11.2$ h.

A tenfold reduction of $\Delta$ at fixed $GL$ adds $\tau_1\ln10=53.4$ h. Between the rows at 10 and 1 MPa the increase is 51.4 h, because $GL/2$ has also fallen, from 110 to 101 MPa, which contributes $23.19\ln(101/110)=-2.0$ h. The current exponent is 4.57 at 10 MPa, both from the formula and from differences of direct times; the formula gives 22.7 at 1 MPa. At $0.99j_c$ the computed cathode stress settles at 119 MPa and no void nucleates.

A constant diffusivity is not essential to the divergence. Suppose that tension speeds up diffusion according to $\kappa(\sigma)=\kappa\exp[\Omega(\sigma-\sigma_0)/kT]$, with $B$ constant. Zero flux still requires slope $-G$, so the steady profile and the threshold are unchanged. Near that profile the factor $\partial\sigma/\partial x+G=\partial u/\partial x$ is already small, and to first order in $u$

$$
\frac{\partial u}{\partial t}=\frac{\partial}{\partial x}\left[\kappa(\sigma_{\rm s}(x))\frac{\partial u}{\partial x}\right].
$$

Let $\lambda_1$ be the slowest non-zero decay rate of this equation with blocked ends. If the late gap at the cathode is $Ae^{-\lambda_1t}$ with $A>0$, then $t_n\simeq\lambda_1^{-1}\ln(A/\Delta)$: the logarithm survives with a new coefficient. In the example $\Omega s/kT=0.152$. At the current that gives a 1 MPa margin, the linearized equation yields $1/\lambda_1=23.25$ h. The full nonlinear evolution, timed between cathode gaps of 0.3 and 0.03 MPa, also gives 23.25 h, which is 0.3% above $\tau_1$. Nucleation comes 1.4% earlier at a 10 MPa margin and 0.7% earlier at 1 MPa, relative to the constant-diffusivity times.

The parameters are rough values meant to resemble an accelerated test of a narrow damascene interconnect, with a temperature near 300 °C, a current density near 1 MA/cm² and a critical product of a few thousand A/cm. They do not describe a particular metal or process. The diffusivity depends strongly on interfaces and microstructure, and every time above scales as $1/D$. Real lines also lack a perfectly defined margin. At fixed current, $\partial t_n/\partial\sigma_c\simeq\tau_1/\Delta$, so a small change of 1 MPa in critical stress moves the time by about 2.3 h when $\Delta=10$ MPa, whereas at $\Delta=1$ MPa the same change can remove the margin altogether. Electrical failure further requires the void to grow, which takes additional time not included here.

Temperature drift has a similar effect. Suppose the whole test runs 1 K hotter. Take a linear expansion mismatch of 15 ppm/K and assume that the effective modulus $B$ also describes the response to this volume mismatch. The initial tension then falls by $3(20\,000)(15\times10^{-6})=0.90$ MPa. Rigid confinement would require the metal's own, larger bulk modulus and would give a larger shift. If resistivity is proportional to absolute temperature and $Z^*$ is held fixed, the larger driving force returns 0.18 MPa at a 1 MPa margin, leaving $\Delta=0.28$ MPa. An activation energy of 0.9 eV raises the diffusivity by 3.2%, yet the nucleation time increases from 102 to 128 h. If instead the product $Z^*\rho$ did not change with temperature, the margin would fall to 0.10 MPa and the time would rise to 151 h. At a 10 MPa margin the two effects nearly cancel, and the time changes only from 50.7 to 50.9 h. Joule heating is smaller for an isolated line: for one 100 nm square, 1 µm from a heat sink through a dielectric of conductivity 0.3 W/(m K), a cylinder-to-plane estimate gives a rise of 0.05 K at the current for a 10 MPa margin. Closely spaced lines carrying the same current heat more, about 0.45 K at a 200 nm pitch by a one-dimensional estimate.

For these parameters, then, following the logarithm down to margins of a few MPa would require a temperature held to about 1 K and a critical stress defined to a fraction of 1 MPa. The temperature figure rests on the assumed thermal shift of 0.9 MPa/K; at 2 MPa/K, a 1 K rise would move the time at a 3 MPa margin from 77 to 96 h. Resolving the logarithm below 1 MPa would demand still closer control of both. Within this model, $j<j_c$ excludes nucleation when the ends remain blocked, the initial stress is uniform and known, and $\sigma_c$ is not lowered by a local defect. A non-uniform initial stress needs a separate check: even if it lies below $\sigma_c$ everywhere at the start, the cathode tension may rise above $\sigma_c$ for a time before settling at a lower steady value. If atoms leak through an end, the mean stress is no longer conserved and the threshold itself must be calculated anew.

## Values computed for the example and the checks

```
Temperature: 573 K; line length: 50 um
Atomic volume: 0.012 nm^3; modulus: 20 GPa
Atomic diffusivity: 1.0e-12 cm^2/s
Effective charge magnitude: 1.0 e
Resistivity: 4.0 microohm cm
Initial stress: 20 MPa; critical: 120 MPa
Stress diffusivity: 10.921 um^2/h
Relaxation time tau1: 23.193 h = 8.35e+04 s
Added time per decade, tau1 ln(10): 53.40 h
Gradient at 1 MA/cm^2: 5.341 MPa/um
Critical current density: 0.7490 MA/cm^2
Critical current-length product: 3745 A/cm
Largest profile difference, evolution vs series: 0.00456 MPa
Subcritical test: current/critical = 0.99, final cathode stress 119.000 MPa
Remainder/q^8 at delta=0.5, 0.3, 0.1: 0.108991, 0.111074, 0.111111
Excess MPa | current MA/cm^2 | delta | direct time h | log-law time h
   100.0 | 1.49796 | 0.50000 | 11.259 | 11.205
    30.0 | 0.97368 | 0.23077 | 29.139 | 29.138
    10.0 | 0.82388 | 0.09091 | 50.746 | 50.744
     3.0 | 0.77145 | 0.02913 | 77.146 | 77.144
     1.0 | 0.75647 | 0.00990 | 102.172 | 102.169
     0.3 | 0.75123 | 0.00299 | 129.935 | 129.932
Current exponent at 10 MPa excess: direct 4.571, formula 4.571
Current exponent at 1 MPa excess, formula: 22.70
Omega*(critical-initial stress)/(kT): 0.1517
Stress-dependent D, 1/lambda1: Galerkin 23.2526 h, evolution 23.2508 h
Stress-dependent D, excess 10 MPa: time 50.021 h, change -1.43 %
Stress-dependent D, excess 1 MPa: time 101.476 h, change -0.68 %
Heating inputs: width 100 nm, depth 1 um, conductivity 0.3 W/(m K)
Joule temperature rise at 10 MPa excess: 0.053 K
Drift inputs: activation 0.9 eV, expansion mismatch 15 ppm/K
Resistivity temperature coefficient: 0.175 %/K
Diffusivity change for +1 K: +3.23 %
Thermal-stress shift for +1 K: -0.900 MPa
+1 K at 10 MPa excess: drive shift +0.192 MPa, new excess 9.292 MPa, time 50.94 h
+1 K at 1 MPa excess: drive shift +0.176 MPa, new excess 0.276 MPa, time 128.14 h
```
